\section*{Particle number and the vanishing-curl condition in Phi-derivable schemes}

\section{Where to read off the particle number}

A Green's function calculation at chemical potential $\mu$ offers two ways to obtain the particle number $N$: take the trace of $G$, or differentiate the grand potential $\Omega$. One must also decide whether to build the self-energy once from a mean-field $G$ or to iterate to self-consistency. For the two-site model treated below, the one-shot calculation gives $N=1.644$ by the first way and, with $\Omega$ taken from the functional (\ref{eq:omega}) below, $1.659$ by the second. Away from self-consistency this second number depends on the functional chosen for $\Omega$. If $\mu$ is to be adjusted to a prescribed filling, the two ways then in general give different $\mu$. Half filling of this model is an exception, because particle-hole symmetry fixes $\mu=U/2$, with $U$ the on-site repulsion, in both. After self-consistency in a $\Phi$-derivable scheme they agree. This agreement is derived here twice, from opposite starting points, together with the symmetry of $\delta\Sigma/\delta G$.

\subsection*{Conventions}

Consider fermions in a finite one-particle basis at fixed temperature $T=1/\beta$, with $\hbar=k_B=1$ and energies in Ry. A label $1$ stands for site, spin and imaginary time, and $\int d1$ sums over all three. The Green's function is $G(1,2)=-\langle \mathcal T c(1)c^\dagger(2)\rangle$. The trace of a product is
\begin{equation}
\mathrm{Tr}\,AB=T\int d1\,d2\,A(1,2)B(2,1).
\end{equation}
When $A$ and $B$ depend on time differences, one time integral gives $\beta$, which cancels $T$, so that
\begin{equation}
\mathrm{Tr}\,AB=\int_0^\beta d\tau\,\mathrm{tr}\,A(\tau)B(-\tau)
=T\sum_n e^{i\omega_n0^+}\mathrm{tr}\,A(i\omega_n)B(i\omega_n).
\end{equation}
The convergence factor matters where the sum would otherwise be ambiguous. In $\mathrm{Tr}\,G$ it selects $\tau=0^-$, where $G_{ii}(0^-)=\langle c_i^\dagger c_i\rangle$. Hence $\mathrm{Tr}\,G=N$.

The free inverse is $G_0^{-1}=i\omega_n+\mu-h$. For free levels $\varepsilon_a$ the logarithmic trace is given its meaning by
\begin{equation}
-\mathrm{Tr}\ln(-G_0^{-1})=-T\sum_a\ln\!\left[1+e^{-\beta(\varepsilon_a-\mu)}\right],
\label{eq:free}
\end{equation}
the free grand potential. Its $\mu$-derivative is minus the sum of Fermi functions, $-\mathrm{Tr}\,G_0$. Away from the free case it is continued by the rule $\delta\,\mathrm{Tr}\ln(-G^{-1})=\mathrm{Tr}\,G\,\delta G^{-1}$, which follows from the cyclic property of the trace.

\section{First derivation: a stationary functional}

Assume that a twice continuously differentiable functional $\Phi[G]$ is given. It may depend on the interaction, but not explicitly on $\mu$ or $h$. The self-energy is defined by
\begin{equation}
\delta\Phi=\mathrm{Tr}\,\Sigma\,\delta G,
\qquad\text{that is}\qquad
\Sigma(1,2)=\beta\,\frac{\delta\Phi}{\delta G(2,1)} .
\label{eq:sigma}
\end{equation}
The factor $\beta$ cancels the $T$ in the trace. Take
\begin{equation}
\Omega[G]=\Phi[G]-\mathrm{Tr}\,(G_0^{-1}G-1)-\mathrm{Tr}\ln(-G^{-1}).
\label{eq:omega}
\end{equation}
For $\Phi=0$ and $G=G_0$ this is the free result (\ref{eq:free}), which fixes signs and normalisation.

To vary $G$ at fixed $\mu$, differentiate $G^{-1}G=1$. This gives $\delta G^{-1}=-G^{-1}\,\delta G\,G^{-1}$, so the last term of (\ref{eq:omega}) changes by
\begin{equation}
-\mathrm{Tr}\,G\,\delta G^{-1}=+\mathrm{Tr}\,G^{-1}\delta G .
\end{equation}
Collecting the three terms,
\begin{equation}
\delta\Omega=\mathrm{Tr}\left[\left(\Sigma[G]-G_0^{-1}+G^{-1}\right)\delta G\right].
\label{eq:var}
\end{equation}
The bracket vanishes when $G$ obeys Dyson's equation,
\begin{equation}
G^{-1}=G_0^{-1}-\Sigma[G].
\label{eq:dyson}
\end{equation}

Now let $\mu$ change and follow a solution that depends smoothly on it. The chain rule gives
\begin{equation}
\frac{d\Omega}{d\mu}
=\left(\frac{\partial\Omega}{\partial\mu}\right)_{\!G}
+\mathrm{Tr}\left[\left(\Sigma[G]-G_0^{-1}+G^{-1}\right)\frac{dG}{d\mu}\right].
\label{eq:chain}
\end{equation}
The second term is zero by (\ref{eq:dyson}). In the first, $\mu$ enters through $G_0^{-1}$ alone, and $\partial G_0^{-1}/\partial\mu=1$. Therefore
\begin{equation}
-\frac{d\Omega}{d\mu}=\mathrm{Tr}\,G=N .
\label{eq:number}
\end{equation}
The response of $G$ to $\mu$ can be large, but it enters $\Omega$ at second order.

The kernel follows from a second derivative of $\Phi$:
\begin{equation}
K(12;34)\equiv\frac{\delta\Sigma(1,2)}{\delta G(4,3)}
=\beta\,\frac{\delta^2\Phi}{\delta G(4,3)\,\delta G(2,1)} .
\end{equation}
The order of differentiation does not matter, so
\begin{equation}
K(12;34)=K(34;12).
\label{eq:curl}
\end{equation}
Here all elements $G(1,2)$ are varied independently. The functional must therefore be defined also for $G$ that depends on two times separately, even if the solution depends on their difference.

\section{Second derivation: integrating the particle number}

Now suppose that no $\Phi$ is known, but that a rule $\Sigma[G]$ is given whose kernel satisfies (\ref{eq:curl}). Hold $G_0$ fixed at a reference $\mu$ and add a source $u(1,2)$:
\begin{equation}
G^{-1}=G_0^{-1}-u-\Sigma[G].
\label{eq:source}
\end{equation}
A static $u$ adds $\sum_{ij}u_{ij}c_i^\dagger c_j$ to the Hamiltonian. The grand potential of a system in equilibrium then changes by
\begin{equation}
\delta\Omega=\sum_{ij}\delta u_{ij}\langle c_i^\dagger c_j\rangle=\mathrm{Tr}\,G\,\delta u .
\label{eq:demand}
\end{equation}
We ask whether an approximate $G$ permits a function $\Omega$ with this property for every $u$. A shift of the chemical potential is the special case $\delta u=-\delta\mu$, for which (\ref{eq:demand}) is the number relation (\ref{eq:number}).

Solve (\ref{eq:source}) for the source, $u=G_0^{-1}-G^{-1}-\Sigma$, and insert its variation:
\begin{align}
\mathrm{Tr}\,G\,\delta u
&=-\mathrm{Tr}\,G\,\delta G^{-1}-\mathrm{Tr}\,G\,\delta\Sigma\nonumber\\
&=-\delta\,\mathrm{Tr}\ln(-G^{-1})-\delta\,\mathrm{Tr}\,\Sigma G+\mathrm{Tr}\,\Sigma\,\delta G .
\label{eq:split}
\end{align}
The second line uses the product rule $\delta\,\mathrm{Tr}\,\Sigma G=\mathrm{Tr}\,G\,\delta\Sigma+\mathrm{Tr}\,\Sigma\,\delta G$. The first two terms are total variations. The question is thus whether $\mathrm{Tr}\,\Sigma\,\delta G$ is one as well.

This is the question asked of a force field: does the work depend on the path? The self-energy is the force, $G$ the position, and the antisymmetric part of $K$ the curl. Equation (\ref{eq:curl}) is Baym's vanishing-curl condition. To see that it suffices, let $\Sigma$ be defined along the straight line $\lambda G$, $0\le\lambda\le1$, for every $G$ in the domain, and set
\begin{equation}
\Phi[G]=\int_0^1d\lambda\,\mathrm{Tr}\,\Sigma[\lambda G]\,G .
\label{eq:line}
\end{equation}
Only $\Sigma$ is evaluated at $\lambda G$, so it does not matter that $\lambda G$ is no longer a physical Green's function. Differentiate both places where $G$ occurs, with $K_\lambda$ denoting $K$ at $\lambda G$:
\begin{align}
\beta\frac{\delta\Phi}{\delta G(2,1)}
&=\int_0^1\! d\lambda\left[\Sigma[\lambda G](1,2)
+\lambda\!\int\! d3\,d4\,K_\lambda(34;12)\,G(4,3)\right]\nonumber\\
&=\int_0^1\! d\lambda\left[\Sigma[\lambda G](1,2)
+\lambda\!\int\! d3\,d4\,K_\lambda(12;34)\,G(4,3)\right]\nonumber\\
&=\int_0^1\! d\lambda\,\frac{d}{d\lambda}\Bigl(\lambda\,\Sigma[\lambda G](1,2)\Bigr)
=\Sigma[G](1,2).
\end{align}
The second line uses the symmetry of $K$. The third recognises the inner integral as $d\Sigma[\lambda G](1,2)/d\lambda$. Hence $\mathrm{Tr}\,\Sigma\,\delta G=\delta\Phi$, and (\ref{eq:split}) integrates to
\begin{equation}
\Omega=\Phi-\mathrm{Tr}\,\Sigma G-\mathrm{Tr}\ln(-G^{-1})+\text{const}.
\label{eq:built}
\end{equation}
With $\delta u=-\delta\mu$, (\ref{eq:demand}) gives $-d\Omega/d\mu=\mathrm{Tr}\,G$ again. The constant does not depend on $u$ and drops out; it is set to zero so that $\Sigma=0$ returns the free case. At $u=0$, multiplying Dyson's equation by $G$ gives $G_0^{-1}G-1=\Sigma G$, so (\ref{eq:built}) has the value of (\ref{eq:omega}) at the solution.

The symmetry has a measurable meaning. For on-site potentials $u_i$, (\ref{eq:demand}) reads $n_i=\partial\Omega/\partial u_i$, and therefore $\partial n_i/\partial u_j=\partial n_j/\partial u_i$. A potential on site $j$ changes the occupation of site $i$ as much as the same potential on $i$ changes that of $j$.

\section{What each derivation assumes}

The first derivation assumes $\Phi$ and obtains the symmetry of $K$ from it. The second assumes the symmetry and constructs $\Phi$. As carried out here, with the straight line in (\ref{eq:line}), it also needs $\Sigma$ to be defined all the way to $G=0$, but it can be applied to a self-energy written down without a functional. Both need a solution that varies smoothly with $\mu$; at a jump between two solutions the derivative has no meaning.

The second derivation also shows why one parameter is too few to reveal a curl. Any smooth $N(\mu)$ can be integrated over $\mu$ to give some $\Omega(\mu)$. The curl condition makes one and the same $\Omega$ serve for all sources.

\subsection*{A self-energy with a curl}

Take a symmetric interaction $v$ and the second-order term
\begin{equation}
\Sigma(1,2)=-G(1,2)\int d5\,d6\,v(1,5)\,G(5,6)F(6,5)\,v(6,2).
\end{equation}
If $F$ is a fixed function, such as a bare Green's function, then for four distinct labels
\begin{align}
K(12;34)&=-G(1,2)F(3,4)\,v(1,4)v(3,2),\\
K(34;12)&=-G(3,4)F(1,2)\,v(1,4)v(3,2).
\end{align}
These differ unless $F$ is proportional to $G$. If instead $F=G$ is varied too, both lines of the bubble contribute:
\begin{equation}
K(12;34)=-G(1,2)G(3,4)\left[v(1,4)v(3,2)+v(1,3)v(4,2)\right],
\end{equation}
which is unchanged under $12\leftrightarrow34$.

The difference persists when the bubbles are summed to a screened interaction. Replace the labels by five abstract points, $G$ and $F$ by random complex matrices and $v$ by a weak random symmetric one, all dimensionless. With $\Sigma(1,2)=-G(1,2)W(1,2)$, $W=v+vPW$ and $P(1,2)=G(1,2)F(2,1)$, the kernel from finite differences is not symmetric. For one random draw the largest defect $|K(12;34)-K(34;12)|$ is 5\% of the largest $|K|$; its size depends on the draw, and most draws from the same distribution give a larger value. For the same draw, the work around a closed triangle in the space of $G$, found by quadrature, has modulus $1.4\times10^{-3}$. For $F=G$, which is the $GW$ self-energy, both vanish to numerical accuracy.

\subsection*{A symmetric kernel that is not enough}

Suppose that $\Phi$ contains an ingredient computed beforehand at each $\mu$, such as a frozen $W$. At fixed $\mu$ a $\Phi$ exists and $K$ is symmetric. In (\ref{eq:chain}), however, the explicit derivative acquires a further term:
\begin{equation}
-\frac{d\Omega}{d\mu}=N-\left(\frac{\partial\Phi}{\partial\mu}\right)_{\!G}.
\label{eq:explicit}
\end{equation}
The second derivation fails at the same place, because its $\Sigma$ may depend on the source through $G$ alone.

\section{A two-site calculation}

Take two sites with energies $\pm0.05$ Ry, hopping amplitude $-0.10$ Ry, on-site repulsion $U=0.20$ Ry between opposite spins, $T=0.025$ Ry and $\mu=0.02$ Ry. Both spins are kept equal. Keep $\Phi$ to second order in $U$. The first-order term is $U\sum_i n_{i\uparrow}n_{i\downarrow}$. The second-order term of the grand potential is $-\tfrac12\int_0^\beta d\tau\,\langle\mathcal T V(\tau)V(0)\rangle$ with both spin densities contracted between the two times. Each spin contributes $-G_{ij}(\tau)G_{ji}(-\tau)$, so for equal spins
\begin{equation}
\Phi=U\sum_i n_i^2-\frac{U^2}{2}\int_0^\beta d\tau\sum_{ij}\left[G_{ij}(\tau)G_{ji}(-\tau)\right]^2 ,
\end{equation}
where $n_i$ is the occupation per spin. To find $\Sigma$, vary one spin alone. In the second-order term each variation then occurs twice, since exchanging $i,j$ and reversing $\tau$ gives the same product. This cancels the factor $\tfrac12$:
\begin{equation}
\Sigma_{ij}(\tau)=U n_i\,\delta_{ij}\,\delta(\tau)-U^2G_{ij}(\tau)^2G_{ji}(-\tau).
\end{equation}

Write $S_0$ for the static part, $S_2$ for the rest, and $G_S$ for the Green's function with $S_0$ alone. Then $G^{-1}=G_S^{-1}(1-G_SS_2)$, and (\ref{eq:built}) becomes
\begin{equation}
\Omega=\Phi-\mathrm{Tr}\,S_0G-\mathrm{Tr}\ln(-G_S^{-1})
-\mathrm{Tr}\left[S_2G+\ln(1-G_SS_2)\right].
\end{equation}
With $X=G_SS_2$, the last bracket has trace $\mathrm{tr}(X+X^2+\dots)-\mathrm{tr}(X+\tfrac12X^2+\dots)\simeq\tfrac12\mathrm{tr}X^2$ at high frequency. Since $X\sim\omega_n^{-2}$, the terms fall as $\omega_n^{-4}$, and the error of cutting the sum at $\omega_{\max}$ falls as $\omega_{\max}^{-3}$.

Iterating Dyson's equation on the Matsubara frequencies gives $n_1=0.321035$ and $n_2=0.517193$, hence
\begin{equation}
\mathrm{Tr}\,G=2(0.321035+0.517193)=1.676456 .
\end{equation}
The terms of $\Omega$, in Ry, are $0.074110$ and $-0.015002$ from the two orders of $\Phi$, then $-0.148221$, $-0.090408$ and $-0.001729$ from the remaining three traces. Their sum, taken before rounding, is $\Omega=-0.181249$ Ry, or $-2.466$ eV.

For the slope, solve again at $\mu\pm\delta$ and $\mu\pm2\delta$ with $\delta=0.0005$ Ry. The results are
\begin{align}
\Omega(\mu+\delta)-\Omega(\mu-\delta)&=-0.00167645439\ \text{Ry},\\
\Omega(\mu+2\delta)-\Omega(\mu-2\delta)&=-0.00335289712\ \text{Ry}.
\end{align}
The five-point difference formula gives
\begin{equation}
-\frac{d\Omega}{d\mu}=\frac{8(0.00167645439)-0.00335289712}{12(0.0005)}=1.676456 ,
\end{equation}
in agreement with the trace. Stationarity is visible too. If the converged $\Sigma$ is multiplied by $1.01$ and then by $1.02$, and $\Omega[G]$ is evaluated from (\ref{eq:omega}) with the resulting $G$, it rises by $4.83\times10^{-6}$ and $1.95\times10^{-5}$ Ry. Doubling the displacement quadruples the shift, to within about 1\%.

The one-shot numbers of the opening come from $S$, the second-order self-energy evaluated with the mean-field $G$, and $G=(G_0^{-1}-S)^{-1}$. With $\Omega$ evaluated from (\ref{eq:omega}) at this $G$, the bracket in (\ref{eq:chain}) is $\Sigma[G]-S$, which is not zero, and
\begin{equation}
N+\frac{d\Omega}{d\mu}=\mathrm{Tr}\left[(\Sigma[G]-S)\frac{dG}{d\mu}\right]=1.6443-1.6591=-0.0148 .
\end{equation}

Next, freeze the product $G_{ij}(\tau)G_{ji}(-\tau)$ in $S_2$ at its mean-field value $P_{ij}(\tau)$ and iterate the remaining line, so that $S_{2,ij}(\tau)=-U^2G_{ij}(\tau)P_{ij}(\tau)$. This self-energy follows from a second-order term $-\tfrac12U^2\int_0^\beta d\tau\sum_{ij}G_{ij}(\tau)G_{ji}(-\tau)P_{ij}(\tau)$ for each spin, because $P_{ij}(\tau)=P_{ji}(-\tau)$ makes each variation occur twice. For equal spins the second-order part of $\Phi$ is thus $-U^2\int_0^\beta d\tau\sum_{ij}G_{ij}(\tau)G_{ji}(-\tau)P_{ij}(\tau)$. A term depending on $P$ alone would leave $\Sigma$ unchanged but alter the explicit $\mu$-derivative; none is added. The trace is $1.664931$. The slope is the same if the frozen product is held fixed while $\mu$ varies. If the product is recomputed at each $\mu$, the slope is $1.662545$. Differentiating $\Phi$ at fixed $G$ gives $(\partial\Phi/\partial\mu)_G=0.002386$, and $1.664931-0.002386=1.662545$, as (\ref{eq:explicit}) requires.

Agreement between trace and slope does not measure accuracy. Diagonalizing the Hamiltonian in all 16 many-body states of this model gives $N=1.719$ and $\Omega=-0.18097$ Ry. The self-consistent second-order scheme is consistent, yet its $N$ is too low by $0.043$, or 2.5\% of the diagonalization value. What it lacks are the terms of $\Phi$ of third and higher order in $U$. The identity guarantees that the approximate $N$ belongs to the approximate $\Omega$; how near both lie to the full solution depends on the choice of $\Phi$.
